# Effective degeneracy of a two-valley donor with spin-orbit splitting: verification in Python

```python
"""Effective degeneracy factor of a two-valley donor with spin-orbit splitting.

Result under test: a donor holding at most one electron, with a lower doublet
at E_D and an upper doublet at E_D + Delta, is occupied with probability
    f = 1 / (1 + exp((E_D - mu)/kT) / g),   g = 2 + 2 exp(-Delta/kT).
mu: Fermi level, W: valley-orbit coupling, U: repulsion of two bound electrons.
Energies are in meV unless a name says otherwise; the band edge is at zero.
The radial donor problem is solved in Hartree atomic units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import struve, y0

KB = sc.k / sc.e * 1e3
HARTREE = sc.physical_constants["Hartree energy in eV"][0] * 1e3
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
BOHR_CM = BOHR_NM * 1e-7

# Rough typical inputs for a WS2 monolayer between hBN layers
T = 300.0
DELTA = 30.0
MASS = 0.30
MASS_LOW, MASS_UP = 0.34, 0.26
KAPPA = 4.5
R0_NM = 4.0
N_D = 1e12
AFFINITY_FRACTION = 0.1
kT = KB * T
r0 = R0_NM / BOHR_NM


def g_formula(delta, temperature):
    return 2 + 2 * np.exp(-delta / (KB * temperature))


# ---- Donor Fock space: modes K up, K down, K' up, K' down ----
def annihilators():
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    result = []
    for mode in range(4):
        op = np.eye(1)
        for k in range(4):
            op = np.kron(op, sign if k < mode else lower if k == mode else one)
        result.append(op)
    return result


C = annihilators()
NUMBER = sum(c.T @ c for c in C)
COUNT = np.rint(np.diag(NUMBER)).astype(int)


def sector_energies(e_d, delta, w, u):
    """Exact donor energies for each electron number 0..4."""
    h = np.diag([e_d, e_d + delta, e_d + delta, e_d])
    h[0, 2] = h[2, 0] = h[1, 3] = h[3, 1] = w
    ham = sum(h[i, j] * C[i].T @ C[j] for i in range(4) for j in range(4))
    ham = ham + 0.5 * u * NUMBER @ (NUMBER - np.eye(16))
    return [np.linalg.eigvalsh(ham[np.ix_(COUNT == n, COUNT == n)])
            for n in range(5)]


def charge_probabilities(sectors, mu, thermal):
    weights = np.array([np.exp(-(e - n * mu) / thermal).sum()
                        for n, e in enumerate(sectors)])
    return weights / weights.sum()


def g_from_fock(delta, w, temperature):
    thermal, mu = KB * temperature, -180.0
    sectors = sector_energies(-200.0, delta, w, 1e4)
    p = charge_probabilities(sectors, mu, thermal)
    return p[1] / p[0] * np.exp((sectors[1][0] - mu) / thermal)


for temp in (77.0, 150.0, 300.0, 400.0):
    for split in (0.0, 10.0, 30.0, 60.0):
        assert abs(g_from_fock(split, 0.0, temp) - g_formula(split, temp)) < 1e-8
g300 = g_from_fock(DELTA, 0.0, T)
assert 2.55 < g300 < 2.65
x = np.exp(-DELTA / kT)

# Occupation: correct with strong repulsion, wrong for independent filling
for mu_test in (-260.0, -200.0, -150.0):
    f_formula = 1 / (1 + np.exp((-200.0 - mu_test) / kT) / g_formula(DELTA, T))
    p_test = charge_probabilities(sector_energies(-200, DELTA, 0, 1e4), mu_test, kT)
    assert abs(p_test @ np.arange(5) - f_formula) < 1e-9
p_half = charge_probabilities(sector_energies(-200, DELTA, 0, 1e4), -200, kT)
p_free = charge_probabilities(sector_energies(-200, DELTA, 0, 0), -200, kT)
f_half, f_free = p_half @ np.arange(5), p_free @ np.arange(5)
assert f_free - f_half > 0.1

# Reference at the mean donor level instead of the lower doublet
g_mean = p_half[1] / p_half[0] * np.exp((DELTA / 2) / kT)
assert abs(g_mean - 4 * np.cosh(DELTA / (2 * kT))) < 1e-8

# Valley-orbit coupling keeps the doublets and widens their splitting
for w in (2.0, 5.0, 10.0, 25.0):
    levels = sector_energies(-200, DELTA, w, 1e4)[1]
    assert abs(levels[1] - levels[0]) < 1e-8 and abs(levels[3] - levels[2]) < 1e-8
    wide = np.sqrt(DELTA**2 + 4 * w**2)
    assert abs(g_from_fock(DELTA, w, T) - g_formula(wide, T)) < 1e-8


# ---- Donor orbital levels in the plane (atomic units) ----
def radial_levels(mass, ang, kappa, length, step, r_max, count):
    """Finite-volume radial levels; length = 0 means a bare Coulomb potential."""
    r = (np.arange(int(round(r_max / step))) + 0.5) * step
    if length == 0:
        v = -1 / (kappa * r)
    else:
        s = kappa * r / length
        v = -np.pi / (2 * length) * (struve(0, s) - y0(s))
    diagonal = 1 / (mass * step**2) + ang**2 / (2 * mass * r**2) + v
    edge = r[:-1] + step / 2
    off = -edge / (2 * mass * step**2 * np.sqrt(r[:-1] * r[1:]))
    energy, vec = eigh_tridiagonal(diagonal, off, select="i",
                                   select_range=(0, count - 1))
    return energy, vec[:, 0]**2 @ r


def variational_energy(mass, kappa, length, compressibility):
    """Trial orbital exp(-a r), potential energy summed in momentum space."""
    def energy(a):
        def integrand(t):
            q = 2 * a * t
            charge = (1 + t * t)**-1.5
            return 2 * a * q * charge / (q * (kappa + length * q)
                                         + 2 * np.pi * compressibility)
        potential = (quad(integrand, 0, 1, limit=200)[0]
                     + quad(integrand, 1, np.inf, limit=200)[0])
        return a * a / (2 * mass) - potential
    return minimize_scalar(energy, bounds=(0.005, 5), method="bounded",
                           options={"xatol": 1e-8}).fun


assert abs(radial_levels(1, 0, 1, 0, 0.01, 30, 1)[0][0] + 2) < 0.01
assert abs(radial_levels(1, 1, 1, 0, 0.02, 60, 1)[0][0] + 2 / 9) < 1e-3
assert abs(variational_energy(1, 1, 0, 0) + 2) < 1e-5

s_levels, mean_r = radial_levels(MASS, 0, KAPPA, r0, 0.1, 600, 2)
p_level = radial_levels(MASS, 1, KAPPA, r0, 0.1, 600, 1)[0][0]
coarse = radial_levels(MASS, 0, KAPPA, r0, 0.2, 600, 2)[0]
assert np.max(np.abs(coarse - s_levels)) * HARTREE < 0.1
E_B = -s_levels[0] * HARTREE
e_2p, e_2s = -p_level * HARTREE, -s_levels[1] * HARTREE
e_var = -variational_energy(MASS, KAPPA, r0, 0) * HARTREE
assert -0.05 < E_B - e_var < 0.05 * E_B

# ---- Electron density from charge neutrality ----
N1 = MASS * (kT / HARTREE) / (2 * np.pi) / BOHR_CM**2


def band_density(mu, offsets):
    """Two valleys for each spin branch, with full Fermi statistics."""
    total = 0.0
    for offset in offsets:
        eta = (mu - offset) / kT
        total += 2 * N1 * quad(lambda e: 1 / (1 + np.exp(e - eta)), 0, 60)[0]
    return total


def neutral_solution(delta, offsets, repulsion):
    sectors = sector_energies(-E_B, delta, 0, repulsion)

    def net(mu):
        p = charge_probabilities(sectors, mu, kT)
        donor_charge = p @ (1 - np.arange(5))
        return band_density(mu, offsets) / N_D - donor_charge
    mu = brentq(net, -E_B - 200, 0, xtol=1e-10)
    return band_density(mu, offsets), mu, charge_probabilities(sectors, mu, kT)


n_e, mu_e, p_e = neutral_solution(DELTA, (0, DELTA), 1e4)
n_zero = neutral_solution(0, (0, 0), 1e4)[0]
n_wrong = neutral_solution(DELTA, (0,), 1e4)[0]
K_ion = N1 * np.exp(-E_B / kT)
n_law = 2 * N_D / (1 + np.sqrt(1 + 4 * N_D / K_ion))
assert abs(n_e / n_law - 1) < 0.01
assert abs(n_e / n_zero - 1) < 0.01
assert abs(n_e / n_wrong / np.sqrt(1 + x) - 1) < 0.02

# ---- Size of the neglected effects ----
low = -radial_levels(MASS_LOW, 0, KAPPA, r0, 0.1, 600, 1)[0][0] * HARTREE
up = -radial_levels(MASS_UP, 0, KAPPA, r0, 0.1, 600, 1)[0][0] * HARTREE
split_mass = DELTA + low - up
g_mass = g_formula(split_mass, T)
excited = 2 * np.exp(-(E_B - e_2p) / kT) + np.exp(-(E_B - e_2s) / kT)
affinity = AFFINITY_FRACTION * E_B
n_pair, mu_pair, p_pair = neutral_solution(DELTA, (0, DELTA), E_B - affinity)
assert n_pair < n_e
chi = n_e * BOHR_CM**2 / (kT / HARTREE)
e_screened = -variational_energy(MASS, KAPPA, r0, chi) * HARTREE
assert 0 < e_screened < e_var
spacing = 1e7 / np.sqrt(np.pi * N_D)

print(f"Temperature: {T:.0f} K; kT: {kT:.3f} meV")
print(f"Donor-level splitting Delta: {DELTA:.1f} meV")
print(f"Delta/kT: {DELTA / kT:.4f}; exp(-Delta/kT): {x:.4f}")
print(f"g from 16-state donor: {g300:.4f}; from formula: {g_formula(DELTA, T):.4f}")
print(f"Share of bound electrons in upper doublet: {x / (1 + x):.4f}")
for temp in (77.0, 150.0, 400.0):
    print(f"g at {temp:.0f} K: {g_from_fock(DELTA, 0, temp):.4f}")
print(f"Factor if energy is measured from mean level: {g_mean:.4f}")
print(f"Occupation at mu = E_D, one electron at most: {f_half:.4f}")
print(f"Mean electron number at mu = E_D without repulsion: {f_free:.4f}")
print("Example: rough WS2 monolayer in hBN")
print(f"Mass: {MASS:.2f} m_e; dielectric constant: {KAPPA:.1f}")
print(f"Screening length r0: {R0_NM:.1f} nm; donor density: {N_D:.1e} cm^-2")
print(f"Donor binding energy, 1s: {E_B:.1f} meV")
print(f"Binding of 2p: {e_2p:.1f} meV; of 2s: {e_2s:.1f} meV")
print(f"Variational 1s binding: {e_var:.1f} meV")
print(f"N1, one spin-valley branch: {N1:.3e} cm^-2")
print(f"Ionisation constant N1 exp(-E_b/kT): {K_ion:.3e} cm^-2")
print(f"Electron density, full neutrality: {n_e:.3e} cm^-2")
print(f"Electron density, mass-action law: {n_law:.3e} cm^-2")
print(f"Electron density with Delta = 0 throughout: {n_zero:.3e} cm^-2")
print(f"Electron density, upper band wrongly dropped: {n_wrong:.3e} cm^-2")
print(f"Ratio correct/wrong: {n_e / n_wrong:.4f}; sqrt(1+x): {np.sqrt(1 + x):.4f}")
print(f"Fermi level from band edge: {mu_e:.1f} meV; ionised: {100 * p_e[0]:.2f} %")
print("Neglected effects")
print(f"Unequal masses, lower/upper: {MASS_LOW:.2f}/{MASS_UP:.2f} m_e")
print(f"Their donor bindings: {low:.1f}/{up:.1f} meV")
print(f"Donor splitting then: {split_mass:.1f} meV; g then: {g_mass:.3f}")
for w in (5.0, 10.0):
    print(f"Valley-orbit W = {w:.0f} meV: splitting "
          f"{np.sqrt(DELTA**2 + 4 * w**2):.2f} meV, g {g_from_fock(DELTA, w, T):.4f}")
print(f"Relative increase of g from 2p and 2s: {100 * excited:.3f} %")
print(f"Assumed affinity for second electron: {affinity:.1f} meV")
print(f"Donors with two electrons: {100 * p_pair[2]:.3f} %")
print(f"Ionised donors in that case: {100 * p_pair[0]:.3f} %")
print(f"Electron density in that case: {n_pair:.3e} cm^-2")
print(f"Binding loss by free-carrier screening: {e_var - e_screened:.2f} meV")
print(f"Mean 1s radius: {mean_r * BOHR_NM:.2f} nm")
print(f"Donor spacing radius 1/sqrt(pi N_D): {spacing:.2f} nm")
print("tests ok")
```

Output:

```
Temperature: 300 K; kT: 25.852 meV
Donor-level splitting Delta: 30.0 meV
Delta/kT: 1.1605; exp(-Delta/kT): 0.3133
g from 16-state donor: 2.6267; from formula: 2.6267
Share of bound electrons in upper doublet: 0.2386
g at 77 K: 2.0218
g at 150 K: 2.1964
g at 400 K: 2.8376
Factor if energy is measured from mean level: 4.6924
Occupation at mu = E_D, one electron at most: 0.7243
Mean electron number at mu = E_D without repulsion: 1.4772
Example: rough WS2 monolayer in hBN
Mass: 0.30 m_e; dielectric constant: 4.5
Screening length r0: 4.0 nm; donor density: 1.0e+12 cm^-2
Donor binding energy, 1s: 208.8 meV
Binding of 2p: 67.8 meV; of 2s: 52.1 meV
Variational 1s binding: 204.0 meV
N1, one spin-valley branch: 1.620e+12 cm^-2
Ionisation constant N1 exp(-E_b/kT): 5.040e+08 cm^-2
Electron density, full neutrality: 2.218e+10 cm^-2
Electron density, mass-action law: 2.220e+10 cm^-2
Electron density with Delta = 0 throughout: 2.218e+10 cm^-2
Electron density, upper band wrongly dropped: 1.937e+10 cm^-2
Ratio correct/wrong: 1.1448; sqrt(1+x): 1.1460
Fermi level from band edge: -135.8 meV; ionised: 2.22 %
Neglected effects
Unequal masses, lower/upper: 0.34/0.26 m_e
Their donor bindings: 221.2/195.0 meV
Donor splitting then: 56.2 meV; g then: 2.227
Valley-orbit W = 5 meV: splitting 31.62 meV, g 2.5886
Valley-orbit W = 10 meV: splitting 36.06 meV, g 2.4958
Relative increase of g from 2p and 2s: 1.092 %
Assumed affinity for second electron: 20.9 meV
Donors with two electrons: 0.833 %
Ionised donors in that case: 2.659 %
Electron density in that case: 1.826e+10 cm^-2
Binding loss by free-carrier screening: 17.06 meV
Mean 1s radius: 1.04 nm
Donor spacing radius 1/sqrt(pi N_D): 5.64 nm
tests ok
```
